# The Strain Jacobian of the Generalized Solid-State Band and Supercell Invariance

A band calculation in which the cell is free needs one number before the first force call: the length $J$ that converts a dimensionless strain into a displacement, so that cell and atomic motion can enter one distance, one tangent and one step. Saddle points and their energies do not depend on this number, but the path between them does, and with an unsuitable rule the path changes when the same crystal is described by a larger or differently shaped cell. The generalized solid-state nudged elastic band takes $J=V^{1/3}N^{1/6}$. With it, a path that keeps the periodicity of a small cell is reproduced in each supercell of that cell. The result has two limits. The requirement fixes $J$ up to a constant factor, on which the path still depends, and a larger cell can hold lower paths that break the small periodicity.

## Coordinates

The algebra is in atomic units, and numbers are in eV and Å. The rows of the $3\times3$ matrix $h$ are the cell vectors, atom $i$ of $N$ sits at the row vector $r_i=s_ih$ with fractional coordinates $s_i$, and $V=\det h>0$. The energy per cell $E(s,h)$ is assumed to be a property of the infinite crystal: unchanged by rigid rotation and translation, proportional to the size of the cell used to count it, and with Lipschitz-continuous gradient. The external stress is zero unless stated.

Differentiating $r_i=s_ih$ and inserting $h h^{-1}$ gives

$$dr_i=ds_i\,h+s_i\,dh=ds_i\,h+r_i\,d\varepsilon,\qquad d\varepsilon\equiv h^{-1}dh .$$

The second term is the affine motion that the strain imposes. It is proportional to $r_i$, so it changes with the origin and with the periodic image chosen for atom $i$. Its size also grows faster than $N$: for atoms spread evenly through a cube of side $V^{1/3}$ about its centre, $\langle r_ar_b\rangle=\delta_{ab}V^{2/3}/12$, so in this continuum estimate $\sum_i|r_i\,d\varepsilon|^2=N V^{2/3}\,\mathrm{tr}(d\varepsilon\,d\varepsilon^T)/12\propto N^{5/3}$ at fixed density. The first term is unchanged by a constant shift of $s_i$. The atomic coordinate is therefore

$$dR_i=ds_i\,h .$$

Split $d\varepsilon=de+d\omega$ into symmetric and antisymmetric parts. Define $F_i=-\partial E/\partial r_i$ at fixed $h$ and $W_{ab}=\partial E/\partial\varepsilon_{ab}$ at fixed $s$, so that $W=V\sigma$ with $\sigma$ positive in tension. Then $dE=-\sum_iF_i\cdot dR_i+\sum_{ab}W_{ab}\,d\varepsilon_{ab}$. The change $h\to h(1+d\omega)$ at fixed $s$ is an infinitesimal rotation, so $\sum_{ab} W_{ab}\,d\omega_{ab}=0$ for each antisymmetric $d\omega$. This makes $W$ symmetric, and

$$dE=-\sum_iF_i\cdot dR_i+\mathrm{tr}(W\,de).$$

For a pair potential, a separation $d$ of length $r$ changes by $d\,d\varepsilon$, so $dr=d_ad_b\,d\varepsilon_{ab}/r$ and $W_{ab}=\tfrac12\sum\phi'(r)\,d_ad_b/r$, summed over ordered pairs with the first atom in the cell. Under a hydrostatic pressure $p$, $dV=V\,\mathrm{tr}\,de$ turns $W$ into $W+pV\mathbb 1$ for the enthalpy $E+pV$, which is again extensive, so the arguments below carry over.

## Metric, force and descent equations

The metric is

$$dl^2=\sum_i|dR_i|^2+J^2|de|^2,\qquad |de|^2=\mathrm{tr}(de^2)=\sum_a de_{aa}^2+2\sum_{a>b}de_{ab}^2 .$$

$J$ is a constant along the band. In a six-component storage the orthonormal components are $de_{aa}$ and $\sqrt2\,de_{ab}$, which differ from the Voigt engineering shears $2\,de_{ab}$.

The metric depends on the crystal and not on its orientation. With $g=hh^T$, the atomic term is $ds_i\,g\,ds_i^T$. From $dh=h\,d\varepsilon$,

$$dg=dh\,h^T+h\,dh^T=h(d\varepsilon+d\varepsilon^T)h^T=2h\,de\,h^T .$$

Since $g^{-1}=h^{-T}h^{-1}$, this gives $g^{-1}dg=2h^{-T}de\,h^T$, which is similar to $2\,de$, and the trace of its square is $4\,\mathrm{tr}(de^2)$. Hence

$$dl^2=\sum_i ds_i\,g\,ds_i^T+\frac{J^2}{4}\,\mathrm{tr}\big[(g^{-1}dg)^2\big],$$

and $g$ is unchanged by a rotation of $h$.

Collect the displacement into $dq=(dR_1,\dots,dR_N,\,J\,de)$, a vector of $3N+6$ orthonormal components with $dl^2=dq\cdot dq$. Writing $\mathrm{tr}(W\,de)=\mathrm{tr}[(W/J)(J\,de)]$ puts the energy change in the form $dE=-f\cdot dq$ with

$$f=\big(F_1,\dots,F_N,\,-W/J\big).$$

At fixed $dl$ the energy falls fastest for $dq\parallel f$, by the Cauchy–Schwarz inequality. Setting $dq/dt=f$ and undoing the definitions, with the rotation rate chosen as zero,

$$\dot s_i=F_i\,h^{-1},\qquad \dot h=-\,h\,W/J^2 .$$

One factor $1/J$ comes from the force and one from converting $J\,de$ back to $de$. As a sign check, a hydrostatically compressed cell has $W=-pV\mathbb 1$ with $p>0$ and expands. The minimum-energy path is the solution that leaves an index-one saddle along its unstable direction.

Two properties do not depend on $J$. The condition $f=0$ means $F_i=0$ and $W=0$, so stationary points and their energies are the same for each $J$. At a stationary point the Hessian $\mathcal H=-\partial f/\partial q$ changes under $J\to cJ$ into $D\mathcal HD$, with $D$ diagonal, equal to $1$ on atomic and $1/c$ on strain components, and by Sylvester's law of inertia the number of negative eigenvalues is unchanged.

## Fixing the exponents

A supercell has $H=Mh$ with an integer matrix $M$ and $m=\det M>0$. Let $n$ run over $m$ integer vectors, one for each class of small-cell translations modulo supercell translations. The replicated state has atoms $(i,n)$ with

$$S_{in}=(s_i+n)M^{-1},\qquad S_{in}H=(s_i+n)h ,$$

so it is the same infinite crystal. The case $m=1$ is a change of lattice basis. For a motion in which all replicas follow the small cell, $M$ and $n$ are constant, and

$$dS_{in}H=ds_i\,M^{-1}Mh=dR_i,\qquad H^{-1}dH=h^{-1}M^{-1}M\,dh=d\varepsilon .$$

The atomic part of $dl^2$ is multiplied by $m$, and the strain is unchanged, whatever the shape of $M$.

Extensivity gives $E_M=mE$ on replicated states. A strain keeps a state replicated, so differentiating with respect to it gives $W_M=mW$. Moving all replicas of atom $i$ together gives $\sum_nF_{in}=mF_i$. A small-cell translation maps the crystal onto itself and carries any replica onto any other, so the $m$ forces are equal and $F_{in}=F_i$.

The descent velocities in the supercell are then $dR_{in}/dt=F_i$ and $de/dt=-mW/J_M^2$, against $F_i$ and $-W/J^2$ in the small cell. At a point where both $F$ and $W$ are nonzero, the two velocity vectors are parallel only with proportionality factor one, because the atomic parts already coincide. This requires $m/J_M^2=1/J^2$, or

$$J_M^2=mJ^2 .$$

The condition says that $J^2/N$ is intensive: $J=\ell\sqrt N$ with a length $\ell$ that is the same in each cell of the crystal. If $J$ is built from $V$ and $N$ alone as $V^aN^b$, it must be a length for the two terms of $dl^2$ to be added, so $a=1/3$. Under $V\to mV$, $N\to mN$ the square scales as $m^{2a+2b}$, so $2a+2b=1$ and $b=1/2-1/3=1/6$:

$$J=V^{1/3}N^{1/6}=L\sqrt N,\qquad L=(V/N)^{1/3}.$$

The two forms agree because $(V/N)^{1/3}N^{1/2}=V^{1/3}N^{1/2-1/3}$. In $d$ dimensions the same steps give $V^{1/d}N^{1/2-1/d}$. Here $V$ is the mean $\bar V$ of the two end-point volumes, which scales with $m$ and keeps $J$ constant.

A dimensionless factor remains free, since $J=cL\sqrt N$ satisfies the condition for each constant $c$. The choice $c=1$ is a convention with an order-of-magnitude reason. A strain changes a neighbour vector $\delta$ of length near $L$ by $\delta\,de$, whose square averaged over isotropic directions is $|\delta|^2|de|^2/3$, so $N$ atoms contribute an amount of order $NL^2|de|^2$. The same balance shows in the curvatures. For $e=\eta\mathbb 1/\sqrt3$ one has $|e|=\eta$ and $\Delta V/V=\sqrt3\,\eta$ to first order. At zero pressure $\Delta E=\tfrac12BV(3\eta^2)$ to second order, with $B$ the modulus for uniform scaling at fixed $s$. In the coordinate $q=J\eta$ the curvature is

$$\lambda_{\rm hyd}=\frac{3BV}{J^2}=\frac{3BL}{c^2}\,\frac{V}{\bar V},$$

using $J^2=c^2L^2N$ and $\bar V=NL^3$. It is intensive and has the dimension of a force constant, so one step length can serve both blocks if the numbers are comparable, which the example below examines.

## Invariance of the path and the Hessian

Define the map $P$ from small-cell to supercell vectors by copying each atomic component to its $m$ replicas with a factor $1/\sqrt m$ and leaving the six strain components as they are. It preserves scalar products, since $m$ copies of weight $1/m$ sum to one. With $J_M=\sqrt m\,J$, the atomic components satisfy $dR_i=\sqrt m\,(dR_i/\sqrt m)$ and $F_i=\sqrt m\,(F_i/\sqrt m)$, and the strain components satisfy $J_M\,de=\sqrt m\,J\,de$ and $-mW/J_M=\sqrt m\,(-W/J)$. On replicated states, therefore,

$$dq_M=\sqrt m\,P\,dq,\qquad f_M=\sqrt m\,Pf,\qquad E_M=mE .$$

Let $(s(t),h(t))$ solve the descent equations, and replicate it. Then $\dot S_{in}=\dot s_iM^{-1}=F_ih^{-1}M^{-1}=F_{in}H^{-1}$ and $\dot H=M\dot h=-MhW/J^2=-HW_M/J_M^2$. The replicated curve solves the supercell equations with the same parameter $t$, and because the forces are Lipschitz it is the unique solution from a replicated starting point. The path and $E/N$ along it coincide in the two cells, and arc length scales as $\sqrt m$.

At a stationary point, displace the supercell by $\eta Px$. By the first relation this replicates the small-cell displacement $\eta x/\sqrt m$, which produces the force $-\eta\mathcal Hx/\sqrt m$ to first order. By the second relation the supercell force is $\sqrt m\,P(-\eta\mathcal Hx/\sqrt m)=-\eta P\mathcal Hx$. It also equals $-\eta\mathcal H_MPx$, so

$$\mathcal H_MP=P\mathcal H .$$

Each eigenvector $x$ of $\mathcal H$ gives the eigenvector $Px$ of $\mathcal H_M$ with the same eigenvalue. The other $3N(m-1)$ eigenvectors are orthogonal to the range of $P$: they have no strain part, and their displacements sum to zero over the replicas of each atom. Nothing above fixes their sign. If one is negative, the replicated saddle has index above one, and the replicated curve, though still a solution of the descent equations, is unstable near the saddle against a sideways displacement.

## The discrete band

Between images $a$ and $b$ use

$$\Delta R_i=(s_i^b-s_i^a)\,\frac{h_a+h_b}{2},\qquad \Delta e=\mathrm{sym}\Big[\tfrac12\big(h_a^{-1}+h_b^{-1}\big)(h_b-h_a)\Big],$$

and $\Delta q=(\Delta R,J\Delta e)$. Both change sign when $a$ and $b$ are exchanged. With $h_{a,b}=h\mp\delta$, the inverses are $h^{-1}\pm h^{-1}\delta h^{-1}+O(\delta^2)$, the first-order terms cancel in the mean, and the bracket is $2h^{-1}\delta+O(\delta^3)$, the midpoint value of $h^{-1}dh$. The matrix $M$ cancels for finite differences as it did for differentials, because $H_a^{-1}(H_b-H_a)=h_a^{-1}(h_b-h_a)$, likewise for $H_b^{-1}$, and $(S^b-S^a)(H_a+H_b)=(s^b-s^a)(h_a+h_b)$. Thus $\Delta q_M=\sqrt m\,P\Delta q$ with no approximation.

Let $\Delta q^\pm$ be the differences to the next image and from the previous one. The improved tangent takes $\Delta q^+$ or $\Delta q^-$ where the energy is monotonic, and at an extremum a combination weighted by the two absolute energy differences. The branch depends on signs of energy differences, which the factor $m$ preserves. The weights are all multiplied by $m$, which the normalization removes, so $\tau_M=P\tau$. The band force is

$$f^{\rm band}=f-(f\cdot\tau)\tau+k\big(|\Delta q^+|-|\Delta q^-|\big)\tau ,$$

or $f-2(f\cdot\tau)\tau$ for the climbing image, the one of highest energy. In the supercell $f_M\cdot\tau_M=\sqrt m\,f\cdot\tau$ and $|\Delta q_M^\pm|=\sqrt m\,|\Delta q^\pm|$, so each term acquires $\sqrt m\,P$ for the same $k$, and $f^{\rm band}_M=\sqrt m\,Pf^{\rm band}$. The update

$$s_i\leftarrow s_i+\alpha f^{\rm band}_ih^{-1},\qquad h\leftarrow h+\alpha\,h\,f^{\rm band}_e/J ,$$

with the old $h$ on both right-hand sides and $f_e$ the strain block as a symmetric matrix, is the step $dq=\alpha f^{\rm band}$. In the supercell it is $\sqrt m\,P\,dq$, the replicated step. A replicated initial band stays replicated by induction, so in exact arithmetic the two calculations agree at each iteration with the same $k$ and $\alpha$. In a string method the images are redistributed at fixed fractions of the total arc length, and these fractions do not change when all segments scale by $\sqrt m$.

Four points follow for the code. A convergence threshold or step cap on a total norm must be applied to $|f|/\sqrt N$ or $|dq|/\sqrt N$, and the strain force enters such a test as $|W|/(J\sqrt N)$. Fractional coordinates must be continuous from image to image, so that $s^b-s^a$ is the intended displacement. The mean of $s^b-s^a$ over atoms should be removed from the end points, since a translation adds length and no energy change. For rotations, factor $h_a^{-1}h_b=pu$ into a symmetric positive $p$ and an orthogonal $u$. The bracket in $\Delta e$ is then $\tfrac12(pu-u^Tp^{-1})$, so $\Delta e=\tfrac14[(p-p^{-1})u+u^T(p-p^{-1})]$. This vanishes for a pure rotation, $p=\mathbb 1$, but depends on $u$ when strain is present, and cells interpolated linearly between rotated end points are spuriously strained. The final cell should therefore be aligned first, by replacing $h_b$ with $h_ap$.

## Rules that fail

The rule $J=V^{1/3}$ has the right dimension, but $V^{1/3}=LN^{1/3}=N^{-1/6}L\sqrt N$. By the invariance result, a replicated path in a cell of $N$ atoms is then the small-cell path for $c=N^{-1/6}$, which changes with the cell.

Using the cell vectors as coordinates gives $|dH|^2=\mathrm{tr}(M\,dh\,dh^TM^T)$. For $M=\kappa\mathbb 1$ this scales as $\kappa^2=m^{2/3}$ while the atomic part scales as $m$, and for $m=1$ it depends on $M$.

Rotation can also be removed by keeping $h$ lower triangular. Then $d\varepsilon=h^{-1}dh$ is lower triangular, and $de_{ab}=d\varepsilon_{ab}/2$ for $a>b$. The full norm is

$$|d\varepsilon|^2=\sum_ade_{aa}^2+4\sum_{a>b}de_{ab}^2=|de|^2+2\sum_{a>b}de_{ab}^2 .$$

The last sum depends on the Cartesian frame, and in this gauge the frame is tied to the first two cell vectors. A lower-triangular $M$ with positive diagonal keeps the frame, while another $M$ can rotate it and change the norm. The symmetric norm is free of this.

## Worked example: hcp to fcc in a Morse crystal

The model is $\phi(r)=D[e^{-2\alpha_M(r-r_0)}-2e^{-\alpha_M(r-r_0)}]$ with round parameters $D=0.3$ eV, $\alpha_M=2.0$ Å$^{-1}$, $r_0=2.5$ Å, multiplied between 5.0 and 6.0 Å by the switch $1-10t^3+15t^4-6t^5$ with $t=(r-5.0\ \text{Å})/(1.0\ \text{Å})$, and zero beyond. It stands for no material. The small energy differences below depend on the form of the switch, and the extra digits serve to compare cells. The two-atom cell has in-plane vectors $a_1,a_2$ at 60°, the second atom above $(a_1+a_2)/3$, and $a_3$ spanning two close-packed layers. Sliding every second interface by $b=(2a_2-a_1)/3$ turns hcp into fcc. It tilts $a_3$ by $b$ and changes the fractional position of the second atom, so strain and shuffle are coupled.

Relaxed hcp has $a=2.404$ Å, axis $c_0=3.930$ Å and $|b|=a/\sqrt3=1.388$ Å. The volumes are 19.6696 and 19.6221 Å$^3$, so $\bar V/N=(19.6696+19.6221)/4=9.8229$ Å$^3$, $L=2.1416$ Å and

$$J=2.1416\times\sqrt2=3.029\ \text{Å}=5.72\ \text{bohr}.$$

For the 16-atom cell $J=3.0287\times\sqrt8=8.567$ Å. With $B=1.2318$ eV/Å$^3$, $\lambda_{\rm hyd}=3\times1.2318\times19.6696/3.0287^2=7.92$ eV/Å$^2$. The strain block of the hcp Hessian has eigenvalues from 2.29 to 7.92 eV/Å$^2$, and the nonzero atomic ones are 5.55, 5.55 and 31.4 eV/Å$^2$. In this model the ranges overlap at $c=1$, and the stiffest mode, which limits $\alpha$, is atomic.

A climbing-image band of 7 images with $k=5.0$ eV/Å$^2$ and $\alpha=0.02$ Å$^2$/eV, refined by Newton steps, gives a saddle of index one with lowest eigenvalue $-1.455$ eV/Å$^2$ at a slip of $0.495\,|b|$. The barrier above hcp is 0.0332 eV per atom, or 0.00122 hartree per atom. A band with $c=2$ refines to the same barrier.

The path marker is $x_1$, the elastic slip along $b$ of the interface that does not slide, read when the sliding interface stands at $x_2=|b|/4$ on the descent to hcp, started a small step from the saddle. The descent was integrated separately, with explicit lattice sums, in five cells. The sheared cell has $a_1+a_3$ as its first vector. The last three columns are squared hcp–fcc distances per atom in Å$^2$.

| cell | $N$ | $x_1$ (Å) | index | this metric | $(dR,dh)$ | Cartesian |
|---|---|---|---|---|---|---|
| two-atom | 2 | −0.029597 | 1 | 0.40581 | 0.434 | 0.033 |
| sheared | 2 | −0.029597 | 1 | 0.40581 | 0.683 | 0.033 |
| $\sqrt3\times\sqrt3\times1$ | 6 | −0.029597 | 1 | 0.40581 | 0.313 | 0.121 |
| $1\times1\times2$ | 4 | −0.029597 | 2 | 0.40581 | 0.650 | 0.157 |
| $2\times2\times2$ | 16 | −0.029597 | 2 | 0.40581 | 0.277 | 0.190 |

The energy at the marker is 0.019750 eV per atom above hcp in all five. Bands run for the same fixed number of iterations differ from the replicated two-atom band by at most $3.3\times10^{-15}$ Å. The Cartesian column is $\sum_i|\Delta r_i|^2/N$ with the mean removed and no cell term. The numerical check after this text tests the force, the $g$ form of the metric, $\lambda_{\rm hyd}$, these agreements and the containment of the Hessian spectrum; the supercell indices are reported values.

With $J=V^{1/3}$ the marker moves from $-0.0406$ Å at $N=2$ to $-0.0767$ Å at $N=16$. The latter equals the two-atom result for $c=16^{-1/6}=0.630$, as derived. With $c=2$ it is $+0.020$ Å. For a small $yz$ shear $\gamma$ in the triangular gauge, the full norm is $1.0000\,\gamma$ in the original basis and $0.9563\,\gamma$ in the sheared one, a change of 4.4% relative to the first, while the symmetric norm is $0.7071\,\gamma$ in both.

A model that keeps $x_1$ and $x_2$ alone gives the direction and rough size of the trend with $c$. The tilt of $a_3$ is $x_1+x_2$, so $de_{yz}=(dx_1+dx_2)/2c_0$ and $J^2|de|^2=A(dx_1+dx_2)^2$ with $A=c^2L^2N/2c_0^2$. The second atom, at height $c_0/2$, moves relative to the first by $dx_1$ minus the affine part $(dx_1+dx_2)/2$. Shared equally between two atoms this gives $\sum|dR|^2=B'(dx_1-dx_2)^2$ with $B'=1/8$. The metric matrix has $A+B'$ on the diagonal and $A-B'$ off it. Take $E=\tfrac12k_1(x_1-x_1^0)^2+U(x_2)$ and neglect $\dot x_1$ against $\dot x_2$. The descent equations become $(A-B')\dot x_2=-k_1(x_1-x_1^0)$ and $(A+B')\dot x_2=-U'$, so

$$x_1=x_1^0+\rho\,\frac{U'}{k_1},\qquad \rho=\frac{A-B'}{A+B'} .$$

On the hcp side $U'>0$, so $x_1$ rises with $c$. Here $A=0.297c^2$, from $3.0287^2/(2\times3.9299^2)$, and $c=0.630,\ 0.891,\ 1,\ 2$ give $\rho=-0.03,\ 0.31,\ 0.41,\ 0.81$. The four computed markers rise with successive slopes of about 0.11, 0.11 and 0.12 Å per unit $\rho$, roughly constant, as in the linear form. The agreement is qualitative only: $x_1$ itself moves during the descent, so $\dot x_1$ is not truly negligible, and $U'/k_1$ and $x_1^0$, taken as constants here, vary with $c$ in the full model. The offset that makes $x_1$ negative at $c=1$, about $-0.07$ Å, is the intercept of the computed markers at $\rho=0$ and is not derived from the model. It is only roughly the equilibrium slip: minimizing the energy at $x_2=|b|/4$ gives $x_1\approx-0.05$ Å with all other coordinates free and $+0.002$ Å with the in-plane cell vectors held at their hcp values, so the negative offset comes from in-plane strain, which the two-coordinate model omits.

## Where the replicated path stops being the answer

In the $1\times1\times2$ cell two interfaces slide together, and the barrier per cell is $4\times0.03321=0.1328$ eV. Besides the inherited eigenvalue there is a second negative one, $-1.13$ eV/Å$^2$, whose eigenvector has opposite sign on the two replicas and no strain part. A displacement along it lowers the energy. It is orthogonal to $\tau_M=P\tau$, so neither the projection nor the climbing term acts on it. In the linear regime a component along it grows at the climbing image by $1+0.02\times1.13=1.023$ per iteration and doubles in about 31 iterations, so rounding noise grows and a long enough run is expected to leave the replicated path.

Bands that slide one interface at a time pass through an intermediate at $-0.0035$ eV per cell relative to hcp, with two index-one saddles at 0.0755 and 0.0720 eV per cell above hcp. The higher one is $0.07548/0.13283=0.57$ of the concerted barrier. Independent interfaces would give $1/2$. That the excess comes from the in-plane cell vectors, which the sliding and resting interfaces must share, is a conjecture. No search for lower routes was made. If each saddle connects the end points of its band, which was not checked by a separate descent, 0.0755 eV is an upper bound on the lowest barrier in this cell. The rule for $J$ removes the dependence on the cell that comes from the metric, not the dependence that comes from new mechanisms. An index above one in a larger cell shows that the replicated saddle is unstable there; an index of one shows only local stability and does not exclude a lower route elsewhere in that cell.

## Numbers as computed

```
Morse D=0.3 eV alpha=2.0 1/A r0=2.5 A, switch 5.0 to 6.0 A
band: 7 images, k=5.0 eV/A^2, step=0.02 A^2/eV
hcp a=2.4040 A c=3.9299 A |b|=1.3880 A
V hcp=19.6696 A^3, V fcc=19.6221 A^3 (N=2)
E/N hcp=-2.29635 eV, fcc=-2.29811 eV
L=2.1416 A, J=3.0287 A = 5.7235 bohr
dE/dq: finite difference 0.337121 eV/A, from force 0.337121 eV/A
B (uniform scaling)=1.2318 eV/A^3, 3BV/J^2=7.924 eV/A^2
hcp atomic-block eigenvalues eV/A^2: [ 5.55  5.55 31.4 ]
hcp strain-block eigenvalues eV/A^2: [2.29 2.29 3.39 3.39 4.48 7.92]
band (E-E_hcp)/N eV: [ 0.       0.00928  0.02571  0.03321  0.02385  0.00619 -0.00176]
barrier=0.03321 eV/atom = 0.001220 hartree/atom
saddle u2=0.4950, V=19.8265 A^3, lowest eigenvalue=-1.4552 eV/A^2
barrier with c=2: 0.03321 eV/atom
2-atom: x1=-0.029597 A, E/N-E_hcp/N=0.019750 eV at u2=1/4
2-atom: l2/N metric,(dR dh),Cartesian=0.40581,0.43449,0.03295 A^2
sheared: N=2 J=3.0287 A x1=-0.029597 A dE/N=0.019750 eV index=1
sheared: band deviation=1.2e-15 A, l2/N=0.40581,0.68346,0.03295 A^2
r3xr3x1: N=6 J=5.2459 A x1=-0.029597 A dE/N=0.019750 eV index=1
r3xr3x1: band deviation=1.9e-15 A, l2/N=0.40581,0.31256,0.12106 A^2
1x1x2: N=4 J=4.2833 A x1=-0.029597 A dE/N=0.019750 eV index=2
1x1x2: band deviation=1.6e-15 A, l2/N=0.40581,0.65042,0.15744 A^2
2x2x2: N=16 J=8.5666 A x1=-0.029597 A dE/N=0.019750 eV index=2
2x2x2: band deviation=3.3e-15 A, l2/N=0.40581,0.27696,0.19048 A^2
J=V^(1/3): x1=-0.040586 A (N=2), -0.076736 A (N=16)
2-atom c=0.6300: x1=-0.076736 A; c=2: x1=0.019941 A
triangular gauge |deps|/gamma: full 1.0000 vs 0.9563, sym 0.7071 vs 0.7071
1x1x2: replica-odd unstable eigenvalue=-1.1317 eV/A^2
1x1x2: intermediate E-E_hcp=-0.00349 eV/cell
1x1x2: concerted barrier=0.13283 eV/cell
1x1x2: stepwise saddles above hcp=0.07548, 0.07198 eV/cell
1x1x2: stepwise/concerted ratio=0.5683
```
